# Charge states of a point defect in equilibrium with an electron reservoir

**Setting.** A semiconductor with band gap $E_g$ and valence-band maximum $E_V$ holds point defects $D$, each of which can take one of a finite set of consecutive integer charge numbers $q$, the charge being $qe$. A defect with charge number $q$ has $q$ electrons fewer than the neutral one. $E(D^q)$ is the total energy of the crystal with one defect in state $q$, relaxed to its own geometry, $g_q$ is the degeneracy of that state, and $E(\text{host})$ is the energy of the perfect crystal. Making the defect adds $n_i$ atoms of species $i$, taken from reservoirs of chemical potential $\mu_i$. The electron chemical potential is $E_V+E_F$, so the Fermi level $E_F$ is counted from the valence-band maximum. The defects are dilute and do not interact, and $E(D^q)$ refers to the isolated defect. The vibrational partition function is taken to be the same in all charge states; where it is not, its free energy is added to $E(D^q)$. The vibrational free energy of the crystal with the defect, less that of the perfect crystal, is understood as included in $E(D^q)-E(\text{host})$; when it is common to all $q$ it changes the total defect concentration but cancels from levels and from population ratios between charge states. Units are SI, energies are given in zJ ($10^{-21}$ J), and $\beta=1/k_BT$.

## (a) Formation energy

Consider one defect that exchanges electrons with the band states of the host at fixed total electron number. Find the relative probabilities of its charge states, identify the formation energy $E_f(q,E_F)$, and derive the fraction $c_q$ of sites that carry a defect in state $q$.

**Solution.** Let the band states (the reservoir) hold $N$ electrons when the defect is neutral. In state $q$ the defect has given up $q$ electrons, so the reservoir holds $N+q$. With $Z_R(N)$ the canonical partition function of the reservoir, the sum over all states of defect and reservoir gives

$$P_q\propto g_q\,e^{-\beta E(D^q)}\,Z_R(N+q).$$

In the grand canonical ensemble of the reservoir at chemical potential $\mu_e$, the probability of finding $N'$ electrons is $w(N')=Z_R(N')e^{\beta\mu_eN'}/\Xi$, with $\Xi$ the grand partition function. Dividing this identity at $N'=N+q$ by the same identity at $N'=N$ removes $\Xi$:

$$\ln\frac{Z_R(N+q)}{Z_R(N)}=-\beta q\mu_e+\ln\frac{w(N+q)}{w(N)} .$$

This holds for any $\mu_e$. Choose $\mu_e=E_V+E_F$ such that the mean of $w$ is $N$. For a large reservoir $w$ is a peak of variance $\sigma^2$, and $\ln w$ has curvature $-1/\sigma^2$ near its top, which lies within a distance of order one of the mean. The last term is then of order $1/\sigma^2$ for $q$ of order one. One case shows this exactly. Take $n$ electrons in $D$ states of energy $E_g$ above $E_V=0$, with no holes. Then $Z_R=\binom{D}{n}e^{-\beta E_gn}$, and the Fermi function $n/D=1/(e^{\beta(E_g-E_F)}+1)$ gives $e^{\beta(E_g-E_F)}=(D-n)/n$. Hence

$$\frac{Z_R(n+1)}{Z_R(n)}=\frac{D-n}{n+1}\,e^{-\beta E_g}=\frac{n}{n+1}\,e^{-\beta E_F},$$

and the correction to the logarithm is $-\ln(1+1/n)$, with $\sigma^2\approx n$ for $n\ll D$. The correction vanishes when $\sigma^2\gg1$, that is, when the reservoir holds many thermal carriers. Size alone does not ensure this: for two bands of $D=10^{19}$ states each, $E_g=200$ zJ and $E_F$ at midgap, $\sigma^2\approx2De^{-\beta E_g/2}$ is about $7\times10^{8}$ at 300 K but about $0.02$ at 150 K. The limit $T\to0$ below is understood as taken after the limit $\sigma^2\to\infty$. For $\sigma^2\gg1$, $P_q\propto g_q\exp\{-\beta[E(D^q)+q(E_V+E_F)]\}$.

The same argument applies to atoms with the opposite sign: adding $n_i$ atoms to the crystal removes them from their reservoir, whose partition function changes by $e^{+\beta n_i\mu_i}$. Relative to the perfect site, the weight of a defect in state $q$ is therefore $g_qe^{-\beta E_f}$ with

$$E_f(q,E_F)=E(D^q)-E(\text{host})-\sum_i n_i\mu_i+q\,(E_V+E_F)=A_q+qE_F, \tag{1}$$

where $A_q=E_f(q,0)$. The formation energy is a straight line in $E_F$ of slope $q$. A positive defect costs more as $E_F$ rises because the electrons it sheds must be placed at a higher energy.

Distribute the states over $N_s$ sites, a fraction $c_q$ in state $q$ and $c_h=1-\sum_qc_q$ perfect. The number of arrangements is $N_s!/[(c_hN_s)!\prod_q(c_qN_s)!]$ times $\prod_qg_q^{c_qN_s}$, and Stirling's formula $\ln m!\approx m\ln m-m$ gives the free energy per site

$$f=\sum_qc_q\,(E_f-k_BT\ln g_q)+k_BT\Big[\sum_qc_q\ln c_q+c_h\ln c_h\Big].$$

Since $\partial c_h/\partial c_q=-1$, the derivative is $\partial f/\partial c_q=E_f-k_BT\ln g_q+k_BT[(\ln c_q+1)-(\ln c_h+1)]$. The function $c\ln c$ is convex and the other terms are linear, so the stationary point is the minimum:

$$\frac{c_q}{c_h}=g_q\,e^{-\beta(A_q+qE_F)}. \tag{2}$$

Equation (1) requires each charge state to be a bound state distinct from the band states of the reservoir; an electron in a level resonant with a band belongs to the reservoir and defines no separate charge state. Equation (2) fails when defects are dense enough to interact. $E_F$ is treated as an independent variable; in a given sample charge neutrality fixes it.

## (b) The lower envelope

As $T\to0$ the state of lowest $E_f$ dominates (2). Determine the shape of $L(E_F)=\min_q(A_q+qE_F)$ and the order in which charge states follow one another as $E_F$ rises.

**Solution.** Write $x$ for $E_F$. Take $x_1<x_2$, a weight $0\le t\le1$ and $x=tx_1+(1-t)x_2$. Each line is affine, so for every $q$

$$A_q+qx=t\,(A_q+qx_1)+(1-t)(A_q+qx_2)\ge tL(x_1)+(1-t)L(x_2),$$

because each bracket is at least the minimum at its own point. The inequality holds in particular for the $q$ that is lowest at $x$, whose line equals $L(x)$. Thus $L(x)\ge tL(x_1)+(1-t)L(x_2)$, which defines a concave function. $L$ is continuous and made of finitely many straight pieces, since two lines of different slope cross once.

Let $q_1$ be lowest at $x_1$ and $q_2$ lowest at $x_2$. Then $A_{q_1}+q_1x_1\le A_{q_2}+q_2x_1$ and $A_{q_2}+q_2x_2\le A_{q_1}+q_1x_2$. Adding the two cancels the constants and leaves $q_1x_1+q_2x_2\le q_2x_1+q_1x_2$, that is

$$(q_2-q_1)(x_2-x_1)\le0 .$$

The stable charge never rises with the Fermi level. Nothing in the argument requires it to fall by one unit at a time.

## (c) Thermodynamic transition levels

The level $\varepsilon(q/q')$ is the Fermi level at which states $q$ and $q'$ have equal formation energy. Find it, find the range of $E_F$ in which a given $q$ is lowest, and state what the levels do and do not depend on.

**Solution.** Setting $A_q+q\varepsilon=A_{q'}+q'\varepsilon$ gives

$$\varepsilon(q/q')=\frac{A_q-A_{q'}}{q'-q}, \tag{3}$$

which is symmetric in $q$ and $q'$. State $q$ lies at or below $q'$ when $A_q-A_{q'}\le(q'-q)E_F$. For $q'>q$ division by $q'-q$ keeps the inequality and gives $E_F\ge\varepsilon(q'/q)$; for $q'<q$ it reverses it and gives $E_F\le\varepsilon(q/q')$. All these conditions must hold together:

$$\max_{q'>q}\varepsilon(q'/q)\;\le\;E_F\;\le\;\min_{q'<q}\varepsilon(q/q'). \tag{4}$$

The most positive state has no lower limit and the most negative no upper limit. A state with a non-empty window is the ground state for a Fermi level in the gap only if the window overlaps $[0,E_g]$. Every pair of states defines a level through (3), but only the ends of non-empty windows are kinks of $L$, and at a kink where the lowest state changes from $q$ on the left to $q'<q$ on the right the slope drops by $q-q'$.

The terms $E(\text{host})$ and $\sum_in_i\mu_i$ are common to all $A_q$ and cancel in (3), so the levels do not depend on the atomic chemical potentials. A change $A_q\to A_q+bq$, such as an error $b$ in $E_V$, adds $b(q-q')/(q'-q)=-b$ to every level and leaves their differences unchanged.

## (d) Skipped charge states

A state is called skipped if its window (4) is empty on the whole real axis. With $U_q=A_{q+1}+A_{q-1}-2A_q$, find the exact condition for $q$ to be skipped and decide whether $U_q<0$ is sufficient, necessary, or both. Describe the three-state case $q=+1,0,-1$.

**Solution.** The window is empty if and only if the maximum in (4) exceeds the minimum, that is, if and only if some pair $q_1<q<q_2$ has $\varepsilon(q_2/q)>\varepsilon(q/q_1)$, or

$$\frac{A_q-A_{q_2}}{q_2-q}>\frac{A_{q_1}-A_q}{q-q_1}.$$

Both denominators are positive. Multiplying by them gives $(A_q-A_{q_2})(q-q_1)>(A_{q_1}-A_q)(q_2-q)$, and collecting $A_q$, whose coefficient is $(q-q_1)+(q_2-q)=q_2-q_1$,

$$A_q>\frac{(q_2-q)\,A_{q_1}+(q-q_1)\,A_{q_2}}{q_2-q_1}. \tag{5}$$

The right side is the height at $q$ of the chord joining $(q_1,A_{q_1})$ and $(q_2,A_{q_2})$. A state is skipped if and only if its point lies above some chord, that is, above the lower convex hull of the points $(q,A_q)$. The weights in (5) conserve charge, so (5) also says that $q_2-q_1$ defects in state $q$ lower their energy by turning into $q_2-q$ defects in state $q_1$ and $q-q_1$ in state $q_2$ with no electron drawn from the reservoir, which is why $E_F$ does not appear.

For $q_1=q-1$, $q_2=q+1$, condition (5) reads $2A_q>A_{q-1}+A_{q+1}$, which is $U_q<0$. Negative $U_q$ is therefore sufficient. It is necessary when there are only three states, since that chord is then the only one. With more states it is not necessary. For $q=-2,\dots,2$ take $A=(0,30,10,30,0)$ zJ. Then $U_0=30+30-2\times10=40$ zJ is positive, but the chord between $q=\pm2$ has height $0$ at $q=0$, below $A_0=10$ zJ. Only $q=\pm2$ appear on the envelope. A positive $U_0$ shows only that $q=0$ is stable against its neighbours, which here are themselves skipped.

A statement about all states at once does hold. Let $e_q=\varepsilon(q{+}1/q)=A_q-A_{q+1}$, so that $e_{q-1}-e_q=U_q$. For $q'>q$ the sum $e_q+\dots+e_{q'-1}$ telescopes to $A_q-A_{q'}$, so $\varepsilon(q'/q)$ is the average of these $q'-q$ numbers; likewise $\varepsilon(q/q')$ for $q'<q$ is the average of $e_{q'},\dots,e_{q-1}$. If every $U_q>0$, $e_q$ falls as $q$ grows. The largest average of the first kind is then $e_q$ and the smallest of the second kind is $e_{q-1}$, so each interior window is $[e_q,e_{q-1}]$, of width $U_q$. Conversely, the window (4) always lies inside $[e_q,e_{q-1}]$, so $U_q\le0$ leaves at most a point. All states have windows of non-zero width if and only if all $U_q>0$.

For three states, (3) gives $\varepsilon(+/0)=A_0-A_+$, $\varepsilon(0/-)=A_--A_0$ and $\varepsilon(+/-)=(A_--A_+)/2$. Hence

$$U=\varepsilon(0/-)-\varepsilon(+/0),\qquad \varepsilon(+/-)=\tfrac12\,[\varepsilon(+/0)+\varepsilon(0/-)]. \tag{6}$$

For $U>0$ the envelope has kinks at $\varepsilon(+/0)$ and $\varepsilon(0/-)$. For $U<0$ these two levels are in inverted order, neither is a kink, and the single kink at $\varepsilon(+/-)$ has a slope change of 2: the charge number of the stable state falls by two as $E_F$ passes it. This is a statement about equilibrium; the two electrons may still be captured one after the other, through the neutral state. The height of the neutral line above the crossing of the charged lines is $A_0-[A_++\tfrac12(A_--A_+)]=-U/2$. By the last remark of (c), $U$ is unaffected by an error linear in $q$. An error $aq^2$, by contrast, changes $U_q$ by $a[(q+1)^2+(q-1)^2-2q^2]=2a$, so the true $U$ is the computed one less $2a$. A computed negative $U$ keeps its sign for any $a>0$, but it is spurious if $a<0$ and $|a|$ exceeds half its magnitude. The uncorrected electrostatic interaction between periodic images of a point charge in a simple cubic cell with a neutralising background has $a<0$; a residual error after correction can have either sign.

## (e) Finite temperature

Define $\Phi(E_F)=-k_BT\ln\sum_qg_qe^{-\beta(A_q+qE_F)}$. Find its meaning, its first two derivatives and its relation to the envelope. For three states, find the largest fraction of defects that can be neutral and the condition under which the neutral state is never the most populated.

**Solution.** Summing (2) over $q$ gives $c/(1-c)=e^{-\beta\Phi}$ for the total fraction $c$, so $c\approx e^{-\beta\Phi}$ when $c\ll1$. The fraction of defects in state $q$ is $p_q=g_qe^{-\beta(A_q+qE_F)}/S$, with $S$ the sum in $\Phi$. Since $dS/dE_F=-\beta\sum_qq\,g_qe^{-\beta(A_q+qE_F)}=-\beta\langle q\rangle S$, we have $\Phi'=-k_BT\,S'/S=\langle q\rangle$. Also $\ln p_q=\ln g_q-\beta(A_q+qE_F)-\ln S$ gives $p_q'=-\beta(q-\langle q\rangle)p_q$, so that

$$\Phi'=\langle q\rangle,\qquad \Phi''=\sum_qq\,p_q'=-\beta\,(\langle q^2\rangle-\langle q\rangle^2)\le0. \tag{7}$$

Concavity survives at any temperature. Let $G_q=A_q-k_BT\ln g_q$ and $G_{\min}=\min_q(G_q+qE_F)$. Each of the $\nu$ terms of $S$ is at most $e^{-\beta G_{\min}}$ and one equals it, so $e^{-\beta G_{\min}}\le S\le\nu e^{-\beta G_{\min}}$ and

$$G_{\min}-k_BT\ln\nu\le\Phi\le G_{\min}.$$

As $T\to0$ both bounds tend to $L$. Parts (b) to (d) apply to the most populated state at finite $T$ when $G_q$ replaces $A_q$.

For three states the factors $e^{-\beta qE_F}$ and $S$ cancel in the combination

$$\frac{p_+p_-}{p_0^2}=\frac{g_+g_-}{g_0^2}\,e^{-\beta U}\equiv K_m, \tag{8}$$

the law of mass action for $2D^0\rightleftharpoons D^++D^-$, valid at every $E_F$. Write $1/p_0=1+r_++r_-$ with $r_\pm=p_\pm/p_0$. The product $r_+r_-=K_m$ is fixed, and $(\sqrt{r_+}-\sqrt{r_-})^2\ge0$ gives $r_++r_-\ge2\sqrt{K_m}$ with equality at $p_+=p_-$. Therefore

$$p_{0,\max}=\Big[1+\frac{2\sqrt{g_+g_-}}{g_0}\,e^{-\beta U/2}\Big]^{-1}. \tag{9}$$

The condition $p_+=p_-$ reads $\ln(g_+/g_-)=\beta(A_+-A_-+2E_F)$, so the maximum lies at $E_F^*=\varepsilon(+/-)+\tfrac12k_BT\ln(g_+/g_-)$, and it can be reached with a Fermi level in the gap only if $E_F^*$ lies there. For $U\gg k_BT$ the neutral fraction approaches 1; for $-U\gg k_BT$ it is exponentially small but not zero. Skipping is strict only at $T=0$.

The neutral state is the most populated where both $r_+<1$ and $r_-<1$. At fixed product, the larger of the two is smallest when they are equal, at $\sqrt{K_m}$. With $E_F$ ranging over the whole real axis, and apart from the threefold tie at $K_m=1$, the neutral state is thus never the most populated if and only if $K_m>1$:

$$U<-2k_BT\ln\frac{g_0}{\sqrt{g_+g_-}}, \tag{10}$$

which by (9) is the same as $p_{0,\max}<1/3$. A spin-degenerate neutral state between two singlets, $g=(1,2,1)$, keeps a window of dominance for $-2k_BT\ln2<U<0$. For $K_m<1$ the window surrounds $E_F^*$, and a Fermi level in the gap reaches it only if it overlaps $[0,E_g]$.

At $E_F^*$ the mean charge vanishes and $\langle q^2\rangle=1-p_{0,\max}$, so (7) gives $d\langle q\rangle/dE_F=-\beta(1-p_{0,\max})$. At an isolated one-electron level, with two states equally populated, the variance is $\tfrac12-\tfrac14=\tfrac14$. For $-U\gg k_BT$ the negative-$U$ transition is four times as steep.

## (f) A model for the sign of $U$

A defect has one orbital, at energy $\varepsilon_d$ above $E_V$, holding $N=1-q=0,1,2$ electrons with repulsion $U_0>0$ at double occupancy. The orbital couples linearly to one lattice coordinate $Q$ of stiffness $K$, mass $M$ and momentum $P$:

$$H=\varepsilon_dN+U_0\,\delta_{N,2}-\lambda QN+\tfrac12KQ^2+\frac{P^2}{2M}.$$

Find the levels and $U$, the coupling at which $U$ changes sign, and the mean energies for adding and removing the first electron starting from a vibrational ground state.

**Solution.** $N$ commutes with $H$, so each $N$ is a separate oscillator problem $H_N$. Completing the square,

$$\tfrac12KQ^2-\lambda NQ=\tfrac12K\,(Q-Q_N)^2-N^2W,\qquad Q_N=\frac{N\lambda}{K},\qquad W=\frac{\lambda^2}{2K},$$

as expanding confirms: the cross term is $-KQQ_N=-\lambda NQ$ and the constant $\tfrac12KQ_N^2=N^2W$ is cancelled. The shift $Q\to Q-Q_N$ leaves $P$ and the commutator $[Q,P]=i\hbar$ unchanged, so the exact spectrum is

$$E_{N,m}=\varepsilon_dN+U_0\,\delta_{N,2}-N^2W+\hbar\omega\,(m+\tfrac12),\qquad \omega=\sqrt{K/M}.$$

The vibrational ladder is the same for all $N$. It cancels from energy differences and from population ratios, which realises the assumption made in the setting. By (1), $A_q-A_+=E(D^q)-E(D^+)-NE_V$, the energy of adding $N$ electrons counted from $E_V$, so $A_0=A_++\varepsilon_d-W$ and $A_-=A_++2\varepsilon_d+U_0-4W$. The degeneracies are $g=(1,2,1)$ from spin. Equations (3) and (6) give

$$\varepsilon(+/0)=\varepsilon_d-W,\quad \varepsilon(0/-)=\varepsilon_d+U_0-3W,\quad U=U_0-2W=U_0-\frac{\lambda^2}{K}. \tag{11}$$

The relaxation energy grows as $N^2$: the first electron gains $W$ and the second $3W$. When the extra $2W$ exceeds $U_0$, that is for $\lambda>\lambda_c=\sqrt{KU_0}$, $U$ is negative. At any frozen $Q$ the energy is linear in $N$ apart from $U_0$, the second difference is $U_0>0$, and no state is skipped; in this model negative $U$ comes from relaxation alone. The mass does not enter (11).

Let $|N,m\rangle$ be the vibrational eigenstates of $H_N$. For sudden addition from $|0,0\rangle$, the final state $|1,m\rangle$ has weight $|\langle1,m|0,0\rangle|^2$, and completeness of the $|1,m\rangle$ turns the weighted mean of $E_{1,m}-E_{0,0}$ into $\langle0,0|H_1-H_0|0,0\rangle$. Since $H_1-H_0=\varepsilon_d-\lambda Q$ and $\langle Q\rangle=Q_0=0$, the mean is $\varepsilon_d$. For removal from $|1,0\rangle$ the mean of $E_{1,0}-E_{0,m}$ is $\langle1,0|H_1-H_0|1,0\rangle=\varepsilon_d-\lambda Q_1=\varepsilon_d-2W$. These vertical levels lie $W$ above and $W$ below $\varepsilon(+/0)$, so neither may be put into (4). The symmetry, the $N^2$ law and the cancellation of the ladder hold for a harmonic mode with linear coupling and with $K$ independent of $N$; the results of (a) to (e) do not rely on them.

## (g) Numbers

Take the round model parameters $E_g=200$ zJ, $A_+=150$ zJ, $\varepsilon_d=180$ zJ, $U_0=60$ zJ, $K=100$ N/m and $M=5\times10^{-26}$ kg. For $\lambda=3$ nN and $\lambda=2$ nN find the levels, $U$ and the largest neutral fraction at 300 K ($k_BT=4.142$ zJ). For $\lambda=3$ nN find also the neutral fraction and the total defect fraction at the kink at 1200 K ($k_BT=16.57$ zJ).

**Solution.** The critical coupling is $\lambda_c=\sqrt{100\times60\times10^{-21}}$ N $=2.449$ nN, so the two cases lie on opposite sides of it.

For $\lambda=3$ nN the shift per electron is $3\times10^{-9}/100$ m $=30$ pm and $W=(3\times10^{-9})^2/(2\times100)$ J $=45$ zJ. With $\omega=\sqrt{100/(5\times10^{-26})}=4.47\times10^{13}$ rad/s the quantum is $\hbar\omega=4.72$ zJ, so $W$ amounts to 9.54 quanta. Then $A_0=150+180-45=285$ zJ and $A_-=150+2\times180+60-4\times45=390$ zJ, and

- $\varepsilon(+/0)=285-150=135$ zJ $=0.843$ eV,
- $\varepsilon(0/-)=390-285=105$ zJ $=0.655$ eV,
- $U=105-135=-30$ zJ $=-0.187$ eV,
- $\varepsilon(+/-)=(390-150)/2=120$ zJ $=0.749$ eV.

The envelope rises with slope $+1$ from 150 zJ at $E_F=0$ to $150+120=270$ zJ at the kink and falls with slope $-1$ to $390-200=190$ zJ at $E_F=E_g$, where the positive and neutral lines stand at 350 zJ and 285 zJ. The neutral line passes $285-270=15$ zJ above the kink, which is $|U|/2$. The vertical levels are 180 zJ and $180-2\times45=90$ zJ.

At 300 K, $e^{-\beta U/2}=e^{15/4.142}=37.39$. For $g=(1,2,1)$ the prefactor in (9) is $2\times1/2=1$ and $E_F^*=\varepsilon(+/-)$, so $p_{0,\max}=1/(1+37.39)=0.0260$ and $K_m=37.39^2/4=350$. The threshold (10) is $-2\times4.142\ln2=-5.74$ zJ, and $U$ lies below it. The slope of the mean charge at the kink is $-(1-0.0260)/4.142=-0.235$ zJ$^{-1}$. At the kink $p_+=(1-p_{0,\max})/2$, and $p_+=g_+e^{-\beta(L-\Phi)}$ with $g_+=1$ and $L=270$ zJ, so $\Phi=L+k_BT\ln[(1-p_{0,\max})/2]=270+4.142\ln[(1-0.0260)/2]=267.0$ zJ.

At 1200 K, $p_{0,\max}=1/(1+e^{15/16.57})=0.288$. This is below $1/3$, so the neutral state is still never the most populated, yet it holds more than a quarter of the defects at the kink. Here $\Phi=270+16.57\ln[(1-0.288)/2]=252.9$ zJ and $c=e^{-252.9/16.57}=2.35\times10^{-7}$, small enough for $c\approx e^{-\beta\Phi}$.

For $\lambda=2$ nN, $W=(2\times10^{-9})^2/(2\times100)$ J $=20$ zJ, $A_0=150+180-20=310$ zJ and $A_-=150+2\times180+60-4\times20=490$ zJ. The levels are $\varepsilon(+/0)=160$ zJ $=0.999$ eV and $\varepsilon(0/-)=180$ zJ $=1.12$ eV, in normal order and inside the gap, with $U=20$ zJ $=0.125$ eV as the width of the neutral window. At 300 K, $p_{0,\max}=1/(1+e^{-20/(2\times4.142)})=0.918$.

The numerical check tests (1) by an exact sum over a finite two-band reservoir at four Fermi levels. The largest absolute error in $\ln(P_q/P_0)$ is $0.0009995$ when the majority carriers number about 1000, which equals the $\ln(1+1/n)$ of part (a), and $0.000100$ for about 10000. It tests (2) by direct minimisation of $f$, and concavity, (4), (5) and the statements on $U_q$ by scanning 300 random five-state defects: 321 interior states were skipped, 30 of them with $U_q>0$, and 67 sets had all $U_q>0$. It tests the spectrum of (f), $\lambda_c$, the vertical levels and, at 300 K, (7) to (10) against diagonalisation of $H$; a scan of the diagonalised energies places the kink at 119.999 zJ, the last grid point below 120 zJ.

## Numbers as computed

```
Eg = 200 zJ
A_+ = 150 zJ
ed = 180 zJ
U0 = 60 zJ
K = 100 N/m
M = 5e-26 kg
lam = 3 nN
lam weak = 2 nN
kT at 300 K = 4.14195 zJ
kT at 1200 K = 16.5678 zJ
omega = 4.47214e+13 rad/s
hbar omega = 4.71619 zJ
Q shift per electron = 30 pm
W = 45 zJ
W/(hbar omega) = 9.5416
A_0 = 285 zJ
A_- = 390 zJ
g(+,0,-) = [1, 2, 1]
eps(+/0) = 135.0000 zJ = 0.8426 eV
eps(0/-) = 105.0000 zJ = 0.6554 eV
eps(+/-) = 120.0000 zJ = 0.7490 eV
U = -30.0000 zJ = -0.1872 eV
kink by scan = 119.999 zJ
envelope at kink = 270 zJ
neutral line above kink = 15 zJ
E_f(+,0,-) at EF=Eg = [350.0, 285.0, 190.0] zJ
vertical addition level = 180 zJ
vertical removal level = 90 zJ
critical lam = 2.44949 nN
weak: W = 20 zJ
weak: A(+,0,-) = [150.0, 310.0, 490.0] zJ
weak: eps(+/0) = 160.0000 zJ = 0.9986 eV
weak: eps(0/-) = 180.0000 zJ = 1.1235 eV
weak: U = 20.0000 zJ = 0.1248 eV
weak: p0max 300 K = 0.917913
exp(-U/2kT) 300 K = 37.3931
p0max 300 K = 0.0260464
p0max 1200 K = 0.287948
mass-action constant 300 K = 349.56
dominance threshold U 300 K = -5.74196 zJ
d<q>/dEF at kink 300 K = -0.235144 1/zJ
Phi at kink 300 K = 267.02 zJ
Phi at kink 1200 K = 252.89 zJ
site fraction at kink 1200 K = 2.34941e-07
reservoir test, 1000 carriers: max error in ln P ratio = 0.0009995
reservoir test, 10000 carriers: max error in ln P ratio = 0.000100005
counterexample A(-2..2) = [0.0, 30.0, 10.0, 30.0, 0.0] zJ
counterexample U_0 = 40.0 zJ, visible q = [-2, 2]
random scan of 300: skipped 321, of these U_q>0 30, convex sets 67
```
